# Leakage rate of a grating coupler that radiates a Gaussian beam

## Definitions and conventions

A waveguide mode travels along $+z$ and enters a grating that radiates it gradually. Fields vary in time as $e^{-i\omega t}$ and, in a locally periodic grating, along $z$ as $e^{i\beta z}$ with complex $\beta=\beta_r+i\alpha$. The amplitude then decays at the rate $\alpha$ and the guided power $P$ at the rate $2\alpha$:

$$\frac{dP}{dz}=-2\alpha(z)\,P(z). \tag{1}$$

All rates quoted below are power rates $2\alpha$, in µm$^{-1}$. The other symbols are:

- $P_0$: power entering the grating.
- $S(z)$: power radiated upward per unit length of grating.
- $w$: $1/e^2$ intensity radius of the wanted beam, measured along the chip surface, with the beam centre at $z=0$ and $s=z/w$.
- $g(z)$: the Gaussian of unit area, and $F(z)$ its running integral,

$$g=\frac1w\sqrt{\frac2\pi}\,e^{-2s^2},\qquad F=\int_{-\infty}^{z}g\,dz'=1-\tfrac12\,\mathrm{erfc}(\sqrt2\,s). \tag{2}$$

- $\eta$: fraction of $P_0$ that is radiated.

The model has one guided mode, one radiating diffraction order, no absorption and no reflection. Fields are uniform across the width of the grating. The grating changes little over one period, so that a local $\alpha(z)$ has a meaning.

## The general law

In the steady state, the power entering a slice of length $dz$ leaves it either through the guide or by radiation:

$$P(z)=P(z+dz)+(S+S_{\rm down})\,dz .$$

Unidirectional emission means $S_{\rm down}=0$, so $dP/dz=-S$. Integration from the start $a$ of the grating gives

$$P(z)=P_0-\int_a^z S\,dz'. \tag{3}$$

Comparing $dP/dz=-S$ with (1) gives $S=2\alpha P$, and therefore

$$\boxed{\,2\alpha(z)=\frac{S(z)}{P_0-\int_a^z S\,dz'}\,} \tag{4}$$

The wanted profile fixes $P$ through (3), so the leakage rate is unique wherever $P>0$. The law is also sufficient. The numerator of (4) is minus the derivative of its denominator, so (1) becomes $d\ln P/dz=d\ln(P_0-\int S)/dz$. With $P(a)=P_0$ this returns (3), and the radiated profile is the one prescribed.

The profile is feasible if $\int S\,dz\le P_0$ over the whole grating. If more is asked for, the denominator vanishes inside the grating: the guide is empty before the beam is complete.

## The Gaussian beam

Set $S=\eta P_0\,g$ on an unlimited aperture. Then $\int S=\eta P_0F$, and $P_0$ cancels:

$$2\alpha=\frac{\eta\,g}{1-\eta F}. \tag{5}$$

For $\eta=1$ the denominator is $1-F=\tfrac12\mathrm{erfc}(\sqrt2 s)$. With the scaled function $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$, the factor $e^{-2s^2}$ in $g$ is absorbed:

$$2\alpha=\frac{2}{w}\sqrt{\frac2\pi}\;\frac{e^{-2s^2}}{\mathrm{erfc}(\sqrt2 s)}=\frac{2}{w}\sqrt{\frac2\pi}\;\frac{1}{\mathrm{erfcx}(\sqrt2\,s)}. \tag{6}$$

The last form avoids dividing two very small numbers at large $s$.

**Leading edge.** For $s\to-\infty$, $F\to0$ and $2\alpha\to\eta g$. The guide is still full, so the leakage rate has the shape of the beam itself.

**Trailing edge, $\eta=1$.** Integration by parts gives

$$\int_x^\infty e^{-t^2}dt=\frac{e^{-x^2}}{2x}-\int_x^\infty\frac{e^{-t^2}}{2t^2}\,dt .$$

The last integral is smaller than the one on the left by a factor of at least $2x^2$. Hence $\mathrm{erfcx}(x)\to1/(\sqrt\pi\,x)$ for large $x$, and (6) becomes

$$2\alpha\to\frac2w\sqrt{\frac2\pi}\,\sqrt\pi\,\sqrt2\,s=\frac{4s}{w}=\frac{4z}{w^2}. \tag{7}$$

The rate grows without bound, because the power left in the guide falls faster than the beam it must feed: their ratio $P/S$ tends to $w/(4s)$. A complete Gaussian that uses all the power therefore cannot be made with a grating of limited strength.

**Peak rate, $\eta<1$.** Write $R=2\alpha$ and take the logarithmic derivative of (5). Since $g'/g=-4s/w$ and $F'=g$,

$$\frac{R'}{R}=-\frac{4s}{w}+\frac{\eta g}{1-\eta F}=R-\frac{4s}{w}. \tag{8}$$

A stationary point thus has $R=4s/w$. There $R''=R\,(R'-4/w^2)=-4R/w^2<0$, so every stationary point is a maximum. Two maxima would need a minimum between them, so there is one peak. If the technology allows a largest rate $R_m$, the peak sits at $s_p=R_mw/4$. Solving $R_m(1-\eta F)=\eta g$ for $\eta$ then gives the largest pure Gaussian that fits:

$$\eta_{\max}=\frac{R_m}{g(s_p)+R_mF(s_p)},\qquad s_p=\frac{R_mw}{4}. \tag{9}$$

## Finite aperture and coupling efficiency

Let the grating occupy $a<z<b$, and write $F_a=F(a)$, $F_b=F(b)$. To radiate the fraction $\eta$ inside it, take $S=\eta P_0g/(F_b-F_a)$. Inserting this in (4) and multiplying numerator and denominator by $F_b-F_a$ gives

$$2\alpha=\frac{\eta\,g}{F_b-F_a-\eta\,(F-F_a)}. \tag{10}$$

For $\eta=1$ the denominator is $F_b-F\approx g(b)(b-z)$ near the end, so $2\alpha\to1/(b-z)$. Truncating the beam does not remove the divergence; leaving some power in the guide does.

The fibre mode has the normalized amplitude $\sqrt g$ along the surface. If the radiated phase matches it, the coupled fraction of the input power is

$$C=\left|\int_a^b\sqrt{S/P_0}\,\sqrt g\;dz\right|^2\le\int_a^b\frac{S}{P_0}dz\int_a^b g\,dz=\eta\,(F_b-F_a), \tag{11}$$

by the Cauchy–Schwarz inequality. Equality holds for $S\propto g$, which is the design (10). For example, an aperture from $-1.2w$ to $1.2w$ holds 0.9836 of the Gaussian, and with $\eta=0.95$ the coupling is $0.95\times0.9836=0.934$.

The bound (11) refers to a given $\eta$. When the leakage rate is limited instead, a distorted beam that radiates more power can couple better than a pure Gaussian, as the example below shows.

## Emission in both directions

Let a fraction $D(z)$ of the radiated power go upward. The guide then loses $S/D$ per unit length, and the steps that led to (4) give

$$2\alpha=\frac{S/D}{P_0-\int_a^z (S/D)\,dz'},\qquad \int\frac SD\,dz\le P_0. \tag{12}$$

If $D$ is constant, the attainable upward profile is $S=D\eta P_0g$. The factor $D$ cancels in (12) and (5) returns. Constant downward emission therefore leaves the leakage law as it was and multiplies the coupling by $D$.

## Phase and local period

Equation (4) fixes the intensity alone. The radiating order has the local wave number $\beta_r-K$, where $K=2\pi/\Lambda$ and $\Lambda$ is the period. For emission at the angle $\theta$ in air this must equal $k_0\sin\theta$, with $k_0=2\pi/\lambda$. With $n_{\rm eff}=\beta_r/k_0$,

$$\Lambda(z)=\frac{\lambda}{n_{\rm eff}(z)-\sin\theta}. \tag{13}$$

At a fixed etch depth, and as long as widening the trenches raises the leakage, a stronger grating has wider trenches and a lower $n_{\rm eff}$, so the period must grow along with $\alpha$. Equation (13) neglects any change of the phase with which a tooth scatters as its width changes.

## The uniform grating for comparison

A grating with constant rate $r$ that starts at $z_s$ radiates $S=P_0\,r\,e^{-r(z-z_s)}$. Put $x=z/w$, $\rho=rw$ and $\sigma=z_s/w$. The overlap is

$$C=\rho\sqrt{\frac2\pi}\,e^{\rho\sigma}\left[\int_\sigma^\infty e^{-\rho x/2-x^2}dx\right]^2 .$$

Completing the square, $-x^2-\rho x/2=-(x+\rho/4)^2+\rho^2/16$, turns the integral into $\tfrac{\sqrt\pi}{2}e^{\rho^2/16}\mathrm{erfc}(\sigma+\rho/4)$. Hence

$$C=\frac{\sqrt{2\pi}}{4}\,\rho\,e^{\rho\sigma+\rho^2/8}\,\mathrm{erfc}^2\!\left(\sigma+\frac\rho4\right). \tag{14}$$

The beam radius has dropped out. Numerical maximization gives $C=0.801$ at $\rho=1.37$ and $\sigma=-0.731$, for unidirectional emission and an unrestricted rate.

## Worked example: a silicon fibre coupler

The wavelength is 1550 nm. The silicon layer is 220 nm thick, with trenches 70 nm deep, and has oxide on both sides; the indices are 3.476 and 1.444. The fibre mode radius is 5.20 µm and the tilt is 10° in air. These are rough typical values for silicon photonics. The footprint radius is $w=5.20/\cos10^\circ=5.280$ µm, if diffraction between chip and fibre is neglected.

**Required rate.** The peak of $g$ is $0.7979/5.280=0.1511$ µm$^{-1}$. At $s=-0.5$ the guide still holds 0.8413 of the power, so (6) gives $2\alpha=0.1511\,e^{-0.5}/0.8413=0.109$ µm$^{-1}$. At other positions:

| $s$ | power left | $2\alpha$ (µm$^{-1}$) |
|---|---|---|
| −1 | 0.977 | 0.021 |
| 0 | 0.500 | 0.302 |
| 1 | 0.023 | 0.899 |

Giving up some power lowers the demand. From (5), the peak rate is 0.652 µm$^{-1}$ for $\eta=0.99$, 0.341 µm$^{-1}$ for $\eta=0.90$ and 0.241 µm$^{-1}$ for $\eta=0.80$.

**Available rate.** The rate was computed for an infinite periodic grating, with the electric field parallel to the trenches. The field was written as $\sum_jE_j(y)\,e^{i[\beta+(j-1)K]z}$ with seven orders $j=-3,\dots,3$, where $y$ is the height. In each layer

$$E_j''=[\beta+(j-1)K]^2E_j-k_0^2\sum_l\varepsilon_{j-l}E_l ,$$

where $\varepsilon_m$ are the Fourier coefficients of the permittivity. Matrix exponentials carry the fields across the layers. Outgoing or decaying waves in the oxide close the problem, which has a solution at discrete complex $\beta$. The period was adjusted to hold the emission angle. The trench fill $f$ is the trench width divided by the period.

| $f$ | $2\alpha$ (µm$^{-1}$) | $n_{\rm eff}$ | $\Lambda$ (nm) | $D$ |
|---|---|---|---|---|
| 0.10 | 0.021 | 2.809 | 588 | 0.487 |
| 0.20 | 0.077 | 2.773 | 596 | 0.484 |
| 0.30 | 0.144 | 2.741 | 604 | 0.482 |
| 0.42 | 0.182 | 2.709 | 611 | 0.479 |

Keeping many more orders lowers these rates by less than 0.001 µm$^{-1}$, so their last digit is uncertain by one unit. In steps of 0.02 in $f$, the rate is largest at $f=0.42$. Equation (13) gives the period there as $1550/(2.7094-0.1736)=611$ nm. With oxide on both sides and no substrate, this etch thus supplies at most $R_m=0.182$ µm$^{-1}$, while the complete Gaussian needs 0.302 µm$^{-1}$ already at its centre.

**Designs within the limit.** The following couplings assume unidirectional emission and were obtained by numerical integration of (1) and (11).

- A pure Gaussian: (9) gives $s_p=0.1821\times5.280/4=0.240$ and $\eta_{\max}=0.702$. The remaining 0.298 of the power stays in the guide.
- The law (6), followed until it reaches $R_m$ and held at $R_m$ from there on: $C=0.849$. The tail of the beam is exponential, but more power is radiated where the fibre mode can accept it. This rule has not been shown to be the optimum.
- The same, with no trench narrower than 100 nm: such a trench already leaks 0.057 µm$^{-1}$, so the weak leading edge cannot be followed. With the starting point chosen for best coupling, $s=-1.125$, the result is $C=0.830$.

In the last design the trench is 148 nm wide and the period 600 nm at $s=-0.5$. By $s=-0.25$ they have reached 257 nm and 611 nm, and they stay there. The gain over the uniform optimum of 0.801 is small, but the two are not under the same limit: that optimum would need $2\alpha=0.259$ µm$^{-1}$, more than the computed structure can supply. Held to $R_m$, the best uniform grating reaches only 0.776 by (14).

## The model beside a real coupler

Of the effects estimated here, downward emission costs the most. In the computed structure slightly less than half of the radiation goes up. Including $D(z)$ lowers the coupling from 0.830 to 0.398, or −4.0 dB, of which about 3.2 dB is downward emission. Plain couplers of this kind do lose a few dB, roughly. On a real wafer the substrate under the buried oxide reflects part of the downward beam, and the interference can raise or lower both $D$ and the leakage rate, the latter by tens of per cent. The limit $R_m$ and the designs built on it therefore depend on the oxide thickness. The calculation leaves this out, along with reflection at the top oxide surface, reflection at the grating entrance and lateral mode mismatch. A bottom mirror, or a grating whose teeth favour one direction, is needed to approach the unidirectional figures, and the available leakage rates must then be computed anew for that structure.

The other effects that were estimated are smaller for these numbers:

- **Fixed period.** Keeping the 611 nm period everywhere and re-optimizing the tilt lowers $C$ from 0.830 to 0.807, with $D=1$ in both cases.
- **Temperature.** Take a silicon index rise of $1.8\times10^{-4}$ per K, a rough value, and 50 K of warming. At fixed period, $\beta_r$ of the strongest grating shifts by $\delta=0.034$ µm$^{-1}$. For a Gaussian beam $|\int g\,e^{i\delta z}dz|^2=e^{-\delta^2w^2/4}=0.992$, a relative loss of 0.8 % if the fibre is not re-aligned. The designed beam, with its exponential tail, loses about 1.0 % for the same $\delta$.
- **Waveguide loss.** At 2 dB/cm, a rough value, a length $4w$ costs 0.004 dB.
- **Backward order.** In the periodic grating the order that runs backward carries at most 2.3 % of the power of the forward order within the silicon layer. This is not the reflection of the finite device, which was not computed.

The assumption of slow variation is strained at the leading edge. Between $s=-0.5$ and $s=-0.25$, a distance of 1.3 µm or about two periods, the trench width grows from 148 to 257 nm. The couplings given here rest on the same assumption and are estimates. The widths and periods are a starting point for a full-field calculation of the finite grating, which would give the actual coupling and in which the tooth positions can be corrected.
